# Why Kohn-Sham gaps approximate excitations and Hartree-Fock gaps do not

## Definitions and conventions

Hartree atomic units are used, with energies in hartree; the main results are also given in eV. The example is the non-relativistic helium atom with a fixed point nucleus, $Z=2$ and $N=2$. Orbitals are real and normalized. The occupied orbital is $\varphi_1$ (1s), and $\varphi_a$ is a virtual orbital orthogonal to it. The one-electron operator is $h=-\tfrac12\nabla^2-Z/r$, with matrix elements $h_{11}$ and $h_{aa}$. The repulsion from one 1s electron is the local potential

$$J(\mathbf r)=\int \frac{\varphi_1(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r' ,$$

and the exchange operator $K$ acts as

$$(K\varphi)(\mathbf r)=\varphi_1(\mathbf r)\int\frac{\varphi_1(\mathbf r')\varphi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Their expectation values in $\varphi_a$ are $J_{1a}$ and $K_{1a}$; in $\varphi_1$ both equal $J_{11}$. A gap is an orbital-energy difference $\Delta=\varepsilon_a-\varepsilon_1$. An excitation energy $\omega$ is a difference of total energies at fixed $N$. The ionization energy is $I$.

The closeness of $\Delta$ to $\omega$ in exact Kohn-Sham (KS) theory is not a theorem for every system. For helium it can be derived at the exchange level and measured beyond it.

## What a Hartree-Fock virtual orbital describes

The closed-shell Hartree-Fock (HF) operator is

$$F=h+2J-K .$$

Acting on the occupied orbital, $K\varphi_1=J\varphi_1$, so $F\varphi_1=(h+J)\varphi_1$. The 1s electron feels the one other electron, and $\varepsilon_1=h_{11}+J_{11}$. For a virtual orbital, $K\varphi_a$ does not cancel a full $J\varphi_a$:

$$\varepsilon_a^{\rm HF}=h_{aa}+2J_{1a}-K_{1a}.$$

Far from the atom $K\varphi_a$ carries the decaying factor $\varphi_1(\mathbf r)$, while $2J\to 2/r$. The nuclear attraction $-2/r$ is then cancelled, and no Coulomb tail remains to support a Rydberg series.

The total energies show what this level means. The ground determinant has energy $E_0=2h_{11}+J_{11}$. Adding an electron in $\varphi_a$ without changing $\varphi_1$ adds $h_{aa}$, two repulsions $J_{1a}$, and one exchange term $-K_{1a}$ from the 1s electron of equal spin. Hence

$$E(1s^2a)-E_0=h_{aa}+2J_{1a}-K_{1a}=\varepsilon_a^{\rm HF}.$$

The HF virtual level is a frozen-orbital attachment energy: it belongs to an electron that sees $N$ others. An optical excitation promotes an electron that was already there, and that electron sees $N-1$ others.

## The excitation energy in the two orbital pictures

The singlet (upper sign) and triplet (lower sign) configurations have the spatial functions

$$\Psi_\pm=\frac{\varphi_1(1)\varphi_a(2)\pm\varphi_a(1)\varphi_1(2)}{\sqrt2}.$$

The one-electron energy is $h_{11}+h_{aa}$, because the cross terms contain $\langle\varphi_1|\varphi_a\rangle=0$. The two direct repulsion terms sum to $J_{1a}$ and the two cross terms to $\pm K_{1a}$. Since $E_0=h_{11}+\varepsilon_1$, subtraction gives

$$\omega_\pm=h_{aa}+J_{1a}\pm K_{1a}-\varepsilon_1. \tag{1}$$

**With HF orbitals**, substitute $h_{aa}=\varepsilon_a^{\rm HF}-2J_{1a}+K_{1a}$:

$$\omega_\pm=\Delta^{\rm HF}-J_{1a}+K_{1a}\pm K_{1a}. \tag{2}$$

The term $-J_{1a}$ is the attraction between the promoted electron and the hole it left. The gap omits it.

**With exchange-only KS orbitals**, the density is $n=2\varphi_1^2$ and the Hartree potential is $v_{\rm H}=2J$. The Hartree energy is $\tfrac12\int n v_{\rm H}\,d^3r=2J_{11}$, and the exchange energy is $-J_{11}$, minus half of it. This relation holds for every two-electron closed-shell density, so differentiation gives $v_{\rm x}=-v_{\rm H}/2=-J$. The KS potential is local and therefore the same for all orbitals, occupied or virtual:

$$(h+2J-J)\varphi=(h+J)\varphi=\varepsilon\varphi .$$

Now $\varepsilon_a=h_{aa}+J_{1a}$, and equation (1) becomes

$$\omega_\pm=\Delta\pm K_{1a}. \tag{3}$$

The electron-hole attraction is already in the gap, and what remains is of exchange size. Since $K_{1a}>0$, being the electrostatic self-energy of the distribution $\varphi_1\varphi_a$, the gap lies midway between the triplet and singlet energies of this model. The occupied orbital and its energy are the same as in HF; the two pictures differ in the virtual orbitals. Equations (2) and (3) and the attachment energy were tested against explicit two- and three-electron energies in a Gaussian basis.

## The same result as a pole approximation

Time-dependent density functional theory reaches equation (3) by another route. Keep one transition $1\to a$ in each spin channel. Under a potential $\delta v_\sigma e^{-i\omega t}$, the amplitude of $\varphi_a$, measured relative to the phase of $\varphi_1$, obeys

$$i\dot c_\sigma=\Delta c_\sigma+\langle\varphi_a|\delta v_\sigma|\varphi_1\rangle e^{-i\omega t}.$$

Setting $c_\sigma\propto e^{-i\omega t}$ gives $(\omega-\Delta)c_\sigma=\langle\varphi_a|\delta v_\sigma|\varphi_1\rangle$. The accompanying density change is $c_\sigma\rho$, with $\rho=\varphi_1\varphi_a$; its complex conjugate oscillates at the opposite frequency and is dropped. At an excitation energy the response sustains itself without an external field. The potential is then induced by the density change through the Hartree-exchange-correlation kernel $f_{\sigma\sigma'}$:

$$(\omega-\Delta)c_\sigma=\sum_{\sigma'}M_{\sigma\sigma'}c_{\sigma'},\qquad
M_{\sigma\sigma'}=\iint\rho(\mathbf r)f_{\sigma\sigma'}(\mathbf r,\mathbf r')\rho(\mathbf r')\,d^3r\,d^3r'.$$

In a closed shell $M_{\uparrow\uparrow}=M_{\downarrow\downarrow}$ and $M_{\uparrow\downarrow}=M_{\downarrow\uparrow}$. The solutions $c_\uparrow=\pm c_\downarrow$ give the single-pole result

$$\omega_\pm=\Delta+M_{\uparrow\uparrow}\pm M_{\uparrow\downarrow}. \tag{4}$$

With one electron per spin, exchange removes the self-repulsion of each spin density, so the exchange kernel is $-\delta_{\sigma\sigma'}/|\mathbf r-\mathbf r'|$. Adding the Hartree kernel $1/|\mathbf r-\mathbf r'|$ gives $M_{\uparrow\uparrow}=0$ and $M_{\uparrow\downarrow}=K_{1a}$, which is equation (3). Equation (4) neglects coupling to other transitions and to the opposite-frequency response; this choice of kernel also neglects correlation. A small kernel correction is thus a consequence of a potential that already treats the promoted electron as one of $N$.

## The exact potential and its tail

For two electrons the exact KS potential follows from the exact density. The occupied orbital is $\sqrt{n/2}$, so $(-\tfrac12\nabla^2+v_s)\sqrt n=\varepsilon_1\sqrt n$, and

$$v_s=\varepsilon_1+\frac{\nabla^2\sqrt n}{2\sqrt n}. \tag{5}$$

The constant is fixed by the tail. When one electron is far away, the other is left in the ground state of He⁺. The far electron feels the net charge of the ion and the dipole that it induces. Its field has strength $1/r^2$, so the polarization energy is $-\alpha/(2r^4)$, and its amplitude $g$ obeys, up to terms of order $r^{-5}$ in the potential,

$$\left(-\frac12\nabla^2-\frac1r-\frac{\alpha}{2r^4}\right)g=-Ig .$$

At large $r$ the density is proportional to $g^2$. The induced mixing of excited ion states changes it by a relative amount of order $r^{-4}$, which enters equation (5) through derivatives, at order $r^{-5}$. Comparing the equations for $g$ and $\sqrt n$ gives $v_s-\varepsilon_1=I-1/r-\alpha/(2r^4)$. Requiring $v_s\to0$ at infinity yields

$$\varepsilon_1=-I,\qquad v_s\to-\frac1r-\frac{\alpha}{2r^4}.$$

The polarizability follows from first-order perturbation theory. For the ion in a potential $\mathcal F z$, with $\psi_0\propto e^{-Zr}$, write $\psi_1=-\mathcal F z(A+Br)\psi_0$. Inserting this in $(h-E)\psi_1=-\mathcal F z\psi_0$, where $E$ is the ion's energy, gives

$$\frac{ZA-2B}{r}+2ZB=1,$$

so $B=1/(2Z)$ and $A=1/Z^2$. The second-order energy is $-\mathcal F^2\langle z^2(A+Br)\rangle=-\tfrac12\alpha\mathcal F^2$. With $\langle r^2\rangle=3/Z^2$, $\langle r^3\rangle=15/(2Z^3)$ and the angular average $z^2\to r^2/3$,

$$\alpha=\frac23\left(\frac{3}{Z^4}+\frac{15}{4Z^4}\right)=\frac{9}{2Z^4}=\frac{9}{32}.$$

A correlated wave function containing the interelectronic distance gives $E_0=-2.9037$. The ion has energy $-Z^2/2=-2$, so $I=0.9037$ (24.59 eV). At 5 bohr the inverted potential is $-0.2005$ and the predicted tail is $-0.2002$. The inversion takes second derivatives of a small density, so at this distance it is sensitive to how well the wave function describes its tail. The two values differ by $3\times10^{-4}$, less than 0.2% of either, and the inverted value itself moves by about that amount between wave functions of equal energy. This supports the $-1/r$ term. It does not resolve the polarization term, which is only $-0.0002$ there. The potential was joined to the tail at 5 bohr; for this wave function, joining at 4 bohr changes the gaps by less than $10^{-5}$. The lowest level of the joined potential reproduces $-I$ to the printed six decimals.

## How large the errors are

The table compares KS gaps with correlated excitation energies from the ground state, in hartree. $K$ is the exchange integral of the exact KS orbitals. The excitation energies change by at most $2.3\times10^{-5}$ when the two-electron basis is reduced. The KS gaps also depend on the quality of the density and on the joining radius, by up to $10^{-4}$ for 2s and 2p and about $10^{-5}$ for the higher levels, so the last digit in the table is uncertain by one unit.

| Level | Triplet | KS gap | Singlet | $K$ |
|---|---:|---:|---:|---:|
| 2s | 0.7285 | 0.7459 | 0.7578 | 0.0227 |
| 3s | 0.8350 | 0.8392 | 0.8425 | 0.0055 |
| 4s | 0.8672 | 0.8688 | 0.8701 | 0.0022 |
| 2p | 0.7706 | 0.7771 | 0.7799 | 0.0078 |
| 3p | 0.8456 | 0.8476 | 0.8486 | 0.0024 |
| 4p | 0.8714 | 0.8722 | 0.8727 | 0.0010 |

The KS gap lies between triplet and singlet for all six levels, but not at their midpoint. For 2s it is 0.0174 above the triplet (0.47 eV) and 0.0118 below the singlet (0.32 eV). It is 20.30 eV, against a singlet-triplet mean of 20.22 eV. For 2p the corresponding values are 21.15 and 21.10 eV.

The HF spectrum looks quite different. The 1s level is $-0.9180$, and the lowest s and p virtual levels are positive in both radial bases used. Halving the basis exponent, which doubles the length scale, lowers the s level from 0.00135 to 0.00033 and the p level from 0.00247 to 0.00062. The factor of about four is that of kinetic energy, which scales as the inverse square of length. These levels are discretized continuum, and their values describe the basis. In these channels the HF gap therefore tends to $-\varepsilon_1=0.9180$. That is above $I$, and 4.36 eV above the 1s-2s singlet excitation.

Removing one electron's repulsion restores the series. With the same HF 1s orbital, $h+J$ has a 2s level at $-0.1583$ and a 2p level at $-0.1274$. For this 2s orbital, $J_{1a}=0.2662$ and $K_{1a}=0.0226$. Its mean energy under the full HF operator is

$$-0.1583+0.2662-0.0226=0.0853 .$$

The second electron's repulsion exceeds the binding energy.

The gaps of $h+J$ are 0.7596 for 2s and 0.7905 for 2p, both above the true singlets. The bracketing in equation (3) refers to configuration energies of the same model, not to exact energies. Most of the shift relative to the exact KS gaps comes from the occupied level: $-0.9180$ instead of $-0.9037$, a difference of 0.0142. The 2s virtual levels, $-0.1583$ and $0.7459-0.9037=-0.1578$, differ by only 0.0005.

## Why the agreement improves along the series

The true excitations and the KS gaps converge to the same limit $I$, and in both cases the outer electron moves in a $-1/r$ field. Each series can be written as

$$\omega_n=I-\frac{1}{2(n-\delta)^2},$$

where the quantum defect $\delta$ records the effect of the inner region. High in the series the outer electron's energy is small compared with the potential in that region, so its inner wave function hardly changes shape with $n$, and $\delta$ is nearly constant. Since $d[\tfrac12(n-\delta)^{-2}]/d\delta=(n-\delta)^{-3}$, a small difference in defect gives

$$\Delta_n-\omega_n\simeq\frac{\delta-\delta_{\rm KS}}{(n-\bar\delta)^3},$$

with $\bar\delta$ the mean of the two defects. For the s series from $n=2$ to 4, the triplet defect goes from 0.31 to 0.30, the KS defect from 0.22 to 0.21, and the singlet defect from 0.15 to 0.14. For the 4s triplet, $(0.299-0.215)/(4-0.257)^3=0.0016$, equal to the difference in the table. The singlet p defects are slightly negative, about $-0.01$: those levels lie just above the hydrogen-like positions.

HF gaps do not improve in this way. They lack the Coulomb tail, so there is no series whose defect could be corrected.

## What to do in practice

**Use the KS gap as a starting point, and judge the kernel separately.** The exchange-only single-pole estimates $\Delta\pm K$ for 2s are 0.7232 (triplet) and 0.7687 (singlet). The triplet error falls in size from 0.0174 to 0.0053; the singlet error only from 0.0118 to 0.0109. For 2p the estimates are 0.7693 and 0.7849. The triplet improves, but the singlet error grows from 0.0028 to 0.0050. The correction has the right signs and overshoots in all four cases. These numbers do not show how much of the overshoot is due to missing correlation and how much to the single-pole form.

**Do not correct one HF gap at a time.** The lowest HF virtual orbital spreads over the whole basis, so its $J_{1a}$ tends to zero as the basis grows, roughly as the inverse of the basis length $L$, while $\varepsilon_a^{\rm HF}$ falls as $1/L^2$ and $K_{1a}$ also vanishes. Equation (2) then tends to the frozen-orbital ionization threshold $-\varepsilon_1$, not to the bound excitation. The remedy is to mix the virtual orbitals. Equation (1) holds for any normalized $\varphi_a$ orthogonal to $\varphi_1$, so making it stationary means diagonalizing $h+J\pm K$ in the virtual space. This is configuration interaction with single excitations for helium. The bound excitation is then built from many HF virtuals, with the attraction $-J$ supplied by the coupling. This restores the bound series but not correlation: the singlets come out at 0.776 (2s) and 0.797 (2p), about 0.5 eV above the correlated values.

**Check the tail of an approximate potential.** The argument needs $v_s\to-1/r$. In the local density approximation the exchange potential is proportional to $n^{1/3}$ and decays exponentially, as does the correlation potential. For a neutral atom the Hartree and nuclear terms also cancel outside the density, so there is no Rydberg series. A functional with the correct tail is needed if such states are to be read from bound KS levels.

**Do not read a KS virtual level as an electron affinity.** The KS 2s level at $-0.158$ belongs to an electron excited within neutral helium. The frozen-orbital HF estimate for an added s or p electron gives no binding.

**The advantage can reverse for long-range charge transfer.** Let an electron move from a neutral donor to a neutral acceptor at a large distance $R$. The excitation energy is the donor's ionization energy minus the acceptor's affinity minus $1/R$. The acceptor level should now describe an added electron, which is what an HF virtual does within the frozen-orbital approximation, and $-J_{1a}\to-1/R$ supplies the attraction. In the KS picture $\rho=\varphi_1\varphi_a$ is exponentially small, so a kernel that stays finite gives almost no correction and the result is the bare gap. What the gap contains depends on the potential at the acceptor. If the acceptor has no electrons of its own, the two-electron argument still applies: the donor's $-1/r$ tail lowers the acceptor level by $1/R$, and equation (3) holds with $K_{1a}\to0$, so the $1/R$ term is already in the gap. If the acceptor carries its own electrons and the potential there is that of the isolated neutral acceptor, as it is in a local approximation, then even with the donor's level taken as minus its ionization energy two pieces are missed: the difference between the acceptor's KS level and minus its affinity, and the $1/R$ term.

Two further limits follow from the construction. A state dominated by a double excitation has no KS gap of its own among single promotions. In an extended solid, one electron in a delocalized orbital contributes a potential that vanishes with increasing volume, so the distinction between $N$ and $N-1$ electrons no longer provides the electron-hole attraction. A bound exciton then has to come from the kernel.

## Table of computed values

```
Ground-state energy, correlated: -2.903724 hartree
Ionization energy I: 0.903724 hartree = 24.592 eV
Lowest KS level: -0.903724 hartree
Slope of ln sqrt(n) at nucleus: -1.9999 1/bohr
Inverted v_s at 5 bohr: -0.20054 hartree
Predicted tail at 5 bohr: -0.20023 hartree
Largest change, smaller pair basis: 2.3e-05 hartree
Largest KS gap change, joining at 4 bohr: 5.6e-06 hartree
Excitations from 1s, hartree: triplet, KS gap, singlet, K
  2s: 0.72849 0.74593 0.75776 0.02274
  3s: 0.83504 0.83922 0.84245 0.00553
  4s: 0.86721 0.86883 0.87015 0.00215
  2p: 0.77056 0.77710 0.77988 0.00781
  3p: 0.84564 0.84763 0.84858 0.00238
  4p: 0.87141 0.87224 0.87266 0.00101
Quantum defects (no unit): triplet, KS, singlet
  2s: 0.3108 0.2199 0.1492
  3s: 0.3020 0.2159 0.1433
  4s: 0.2994 0.2147 0.1409
  2p: 0.0623 0.0129 -0.0093
  3p: 0.0659 0.0144 -0.0111
  4p: 0.0665 0.0151 -0.0120
Single-pole estimates, hartree: triplet gap-K, singlet gap+K
  2s: 0.72319 0.76867
  2p: 0.76929 0.78491
HF total energy: -2.861680 hartree
HF 1s level: -0.917955 hartree
HF lowest virtual s, p (basis exponent 1.0 1/bohr): 0.00135, 0.00247 hartree
HF lowest virtual s, p (basis exponent 0.5 1/bohr): 0.00033, 0.00062 hartree
HF gap limit, complete basis: 0.91796 hartree
h+J level 2s: -0.15833, gap 0.75962 hartree
h+J level 2p: -0.12743, gap 0.79053 hartree
2s of h+J: J with 1s 0.26624, K with 1s 0.02260 hartree
2s of h+J: mean energy in full HF operator 0.08530 hartree
1s-2s, eV: KS gap 20.298, singlet-triplet mean 20.222
1s-2p, eV: KS gap 21.146, singlet-triplet mean 21.095
HF gap limit minus 1s-2s singlet: 4.359 eV
Configuration formulas, largest error: 2.5e-10 hartree
Attachment-energy formula, error: 6.2e-12 hartree
```
